# Kramers' transmission factor for a parabolic barrier with constant friction: verification in Python

```python
# Result under test: for a particle with constant friction gamma crossing a
# parabolic barrier U = Eb - m wb^2 x^2/2, the stationary Fokker-Planck flux is
#   kappa = sqrt(1 + (gamma/2wb)^2) - gamma/(2wb)
# times the one-way thermal flux, and the hop rate from a thermal well is
#   k = kappa * w0/(2 pi) * exp(-Eb/kT).
# m: mass, wb: barrier frequency, w0: well frequency (both rad/s),
# lam = kappa*wb: growth rate of the unstable motion.
# Reduced units in the tests: wb = 1 and kT/m = 1 unless stated.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import splu
from scipy.special import erfc, expit, ndtr


def kramers_factor(friction_ratio):
    return np.sqrt(1 + (friction_ratio / 2)**2) - friction_ratio / 2


# --- The proposed density satisfies the full Fokker-Planck equation ---
x, v = sp.symbols("x v", real=True)
for g, w, th in [(sp.Rational(3, 5), sp.Integer(1), sp.Integer(1)),
                 (sp.Integer(3), sp.Rational(7, 5), sp.Rational(4, 5))]:
    lam = sp.sqrt(g**2 / 4 + w**2) - g / 2
    u = v - (lam + g) * x
    dens = (1 + sp.erf(u * sp.sqrt(lam / (2 * g * th)))) / 2 \
        * sp.exp(-(v**2 - w**2 * x**2) / (2 * th))
    stream = -v * sp.diff(dens, x)
    force = -w**2 * x * sp.diff(dens, v)
    bath = g * sp.diff(v * dens + th * sp.diff(dens, v), v)
    for px, pv in [(0.3, 0.5), (-0.4, 0.7), (0.6, -0.2)]:
        point = {x: sp.Rational(str(px)), v: sp.Rational(str(pv))}
        terms = [float(t.subs(point).evalf(25)) for t in (stream, force, bath)]
        assert abs(sum(terms)) < 1e-12 * max(map(abs, terms))

# --- Flux and density of that solution, by quadrature over velocity ---
for g in (0.1, 0.6, 3.0):
    lam = np.sqrt(g * g / 4 + 1) - g / 2
    for pos in (-0.7, 0.0, 1.2):
        def weight(vel):
            return ndtr((vel - (lam + g) * pos) * np.sqrt(lam / g)) \
                * np.exp(-vel**2 / 2)
        flux = quad(lambda s: s * weight(s), -12, 12, limit=400,
                    epsabs=1e-11)[0] * np.exp(pos**2 / 2)
        filling = quad(weight, -12, 12, limit=400,
                       epsabs=1e-11)[0] / np.sqrt(2 * np.pi)
        assert abs(flux - kramers_factor(g)) < 1e-7
        assert abs(filling - erfc(pos / np.sqrt(2)) / 2) < 1e-7


# --- Linear stochastic motion started on the barrier top ---
def reactive_fraction(drift, start_cov, kick_cov, t_end=16.0, steps=8000):
    """Long-time <v0 theta(x(t))> / <v0 theta(v0)> for Gaussian motion."""
    times = np.linspace(0, t_end, steps + 1)
    step = expm(drift * times[1])
    row = np.zeros(len(drift))
    row[0] = 1.0
    noise_power = []
    for _ in times:
        noise_power.append(row @ kick_cov @ row)
        last = row
        row = row @ step
    variance = last @ start_cov @ last + simpson(noise_power, x=times)
    return last[1] / np.sqrt(variance)


def memory_factor(g, tau):
    """lam/wb when the friction kernel is (g/tau) exp(-t/tau)."""
    return brentq(lambda s: s * s + s * g / (1 + s * tau) - 1, 0, 1)


def memory_simulation(g, tau):
    drift = np.array([[0, 1, 0], [1, 0, 1], [0, -g / tau, -1 / tau]])
    return reactive_fraction(drift, np.diag([0, 1, g / tau]),
                             np.diag([0, 0, 2 * g / tau**2]))


for g in (0.2, 0.6, 2.0):
    white = reactive_fraction(np.array([[0, 1], [1, -g]]),
                              np.diag([0.0, 1.0]), np.diag([0.0, 2 * g]))
    assert abs(white - kramers_factor(g)) < 1e-4
    assert abs(memory_simulation(g, 0.5) - memory_factor(g, 0.5)) < 1e-4


# --- Full equation in a periodic cosine potential (w0 = wb = 1) ---
def escape_ratio(g, height, n_vel=60, n_four=24):
    """Total escape rate from a well over the two-sided Kramers rate.
    height = Eb/kT; basis: Hermite functions in v, Bloch waves in x.
    The mean slow eigenvalue over Bloch phases is the total escape rate."""
    ks = np.arange(-n_four, n_four + 1)
    nk = len(ks)
    sine = diags([np.full(nk - 1, -0.5j), np.full(nk - 1, 0.5j)], [-1, 1])
    root = np.sqrt(np.arange(1, n_vel))
    raise_n, lower_n = diags([root], [-1]), diags([root], [1])
    damping = kron(diags([np.arange(n_vel) * g], [0]), identity(nk))
    speed = np.sqrt(2 / height)
    slow = []
    for phase in (np.arange(4) + 0.5) / 8:
        grad = diags([1j * (ks + phase)], [0])
        operator = damping \
            + speed * kron(lower_n, grad - height / 4 * sine) \
            + speed * kron(raise_n, grad + height / 4 * sine)
        factors = splu(operator.tocsc())
        vec = np.zeros(n_vel * nk, complex)
        vec[n_four] = 1.0
        for _ in range(10):
            new = factors.solve(vec)
            gain = np.vdot(vec, new) / np.vdot(vec, vec)
            vec = new / np.linalg.norm(new)
        value = 1 / gain
        assert abs(value.imag) < 1e-3 * abs(value.real)
        slow.append(value.real)
    return np.mean(slow) / (kramers_factor(g) / np.pi * np.exp(-height))


high_barrier = {}
for g in (0.6, 4.0):
    r10, r20 = escape_ratio(g, 10.0), escape_ratio(g, 20.0)
    high_barrier[g] = (r10, r20, 2 * r20 - r10)   # removes the kT/Eb term
    assert abs(high_barrier[g][2] - 1) < 0.01
weak_g, weak_height = 0.03, 8.0
weak_ratio = escape_ratio(weak_g, weak_height, n_vel=300, n_four=30)
assert weak_ratio < 0.85                          # formula fails here


# --- Transmission of a parabolic barrier from the Schroedinger equation ---
def wave_transmission(eps, far=14.0):
    """eps = energy above the top in units of hbar*wb."""
    p = np.sqrt(far**2 + 2 * eps)
    psi = 1 / np.sqrt(p) + 0j
    sol = solve_ivp(lambda s, y: [y[1], -(s * s + 2 * eps) * y[0]],
                    (far, -far), [psi, (1j * p - far / (2 * p * p)) * psi],
                    method="DOP853", rtol=1e-9, atol=1e-11)
    end, slope = sol.y[:, -1]
    incoming = (slope + (1j * p - far / (2 * p * p)) * end) / (2j * p)
    return 1 / (p * abs(incoming)**2)


for eps in (-0.2, 0.0, 0.3):
    assert abs(wave_transmission(eps) - expit(2 * np.pi * eps)) < 2e-3

# --- Worked example: O2 hopping in amorphous silica, rough parameters ---
temperature = 1273.0
barrier_eV, hop_nm, mass_u = 1.2, 0.5, 32.0
gamma, tau = 1.0e13, 0.03e-12
kT = const.k * temperature
Eb, hop, mass = barrier_eV * const.e, hop_nm * 1e-9, mass_u * const.atomic_mass


def potential(pos):
    return Eb / 2 * (1 - np.cos(2 * np.pi * pos / hop))


wb = np.pi / hop * np.sqrt(2 * Eb / mass)
dx = hop * 1e-3
for centre, sign in ((0.0, 1), (hop / 2, -1)):
    curvature = (potential(centre + dx) - 2 * potential(centre)
                 + potential(centre - dx)) / dx**2
    assert abs(sign * curvature / (mass * wb**2) - 1) < 1e-4
ratio, height = gamma / wb, Eb / kT
kappa = kramers_factor(ratio)
tst_rate = wb / (2 * np.pi) * np.exp(-height)
rate = kappa * tst_rate
action = hop * quad(lambda s: np.sqrt(2 * mass * Eb)
                    * abs(np.cos(np.pi * s)), 0, 1, points=[0.5])[0]
loss = gamma * action
assert abs(loss / (4 * gamma * Eb / wb) - 1) < 1e-8
layer = np.sqrt(kT / mass) / wb

finite = escape_ratio(ratio, height)
assert abs(finite / escape_ratio(ratio, height, 90, 30) - 1) < 1e-3
kappa_memory = memory_factor(ratio, tau * wb)
assert abs(memory_simulation(ratio, tau * wb) - kappa_memory) < 1e-4
quantum = const.hbar * wb / kT
tunnel = sum(quad(lambda y: expit(2 * np.pi * y / quantum) * np.exp(-y),
                  lo, hi, epsabs=1e-12, limit=300)[0]
             for lo, hi in ((-2, 0), (0, 1), (1, 40)))
assert abs(tunnel - (quantum / 2) / np.sin(quantum / 2)) < 1e-7
levels = np.exp(-quantum * (np.arange(3000) + 0.5)).sum()
well_factor = (1 / quantum) / levels              # classical / quantum sum
assert abs(tunnel * well_factor - 1 - quantum**2 / 12) < 1e-4
stiffening = 3.0
transverse = (quad(lambda y: np.exp(-(stiffening * y)**2 / 2), -10, 10)[0]
              / quad(lambda y: np.exp(-y**2 / 2), -10, 10)[0])**2

print("INPUTS (rough model parameters)")
print(f"temperature = {temperature:.0f} K")
print(f"barrier Eb = {barrier_eV:.2f} eV")
print(f"hop length = {hop_nm:.2f} nm")
print(f"mass = {mass_u:.1f} u")
print(f"friction gamma = {gamma:.2e} 1/s")
print("RESULTS")
print(f"kT = {kT / const.e:.5f} eV")
print(f"Eb/kT = {height:.3f}")
print(f"wb = w0 = {wb:.4e} rad/s")
print(f"gamma/wb = {ratio:.4f}")
print(f"gamma/(2wb) = {ratio / 2:.4f}")
print(f"kappa = {kappa:.4f}")
print(f"lam = kappa*wb = {kappa * wb:.4e} 1/s")
print(f"rate per direction, kappa=1: {tst_rate:.4e} 1/s")
print(f"rate per direction, Kramers: {rate:.4e} 1/s")
print(f"chain diffusion coefficient = {rate * hop**2 * 1e4:.3e} cm2/s")
print(f"barrier shift -kT ln kappa = {-kT * np.log(kappa) / const.e:.4f} eV")
print(f"layer length l = {layer * 1e9:.4f} nm")
print(f"first-order transit loss / kT = {loss / kT:.2f}")
print("KAPPA AGAINST FRICTION")
for g in (0.1, 0.5, 1.0, 2.0, 5.0, 10.0):
    print(f"gamma/wb = {g:.1f}: kappa = {kramers_factor(g):.4f}")
for other in (3e12, 3e13):
    print(f"example, gamma = {other:.0e} 1/s: "
          f"kappa = {kramers_factor(other / wb):.4f}")
print("FULL EQUATION / KRAMERS RATE")
for g, (r10, r20, limit) in high_barrier.items():
    print(f"gamma/wb = {g:.1f}, Eb/kT = 10: {r10:.4f}")
    print(f"gamma/wb = {g:.1f}, Eb/kT = 20: {r20:.4f}")
    print(f"gamma/wb = {g:.1f}, extrapolated: {limit:.4f}")
print(f"weak friction: gamma/wb = {weak_g:.2f}, Eb/kT = {weak_height:.0f}")
print(f"weak friction: transit loss / kT = {4 * weak_g * weak_height:.2f}")
print(f"weak friction: rate ratio = {weak_ratio:.3f}")
print("NEGLECTED EFFECTS IN THE EXAMPLE")
print(f"finite barrier: rate factor = {finite:.4f}")
print(f"bath memory time = {tau * 1e12:.3f} ps")
print(f"kappa with memory = {kappa_memory:.4f}")
print(f"memory: rate factor = {kappa_memory / kappa:.4f}")
print(f"hbar*wb/kT = {quantum:.4f}")
print(f"tunnelling: rate factor = {tunnel:.6f}")
print(f"well quantization: rate factor = {well_factor:.6f}")
print(f"assumed transverse frequency ratio = {stiffening:.1f}")
print(f"transverse tightening: rate factor = {transverse:.4f}")
print("PASS")
```

It prints:

```
INPUTS (rough model parameters)
temperature = 1273 K
barrier Eb = 1.20 eV
hop length = 0.50 nm
mass = 32.0 u
friction gamma = 1.00e+13 1/s
RESULTS
kT = 0.10970 eV
Eb/kT = 10.939
wb = w0 = 1.6902e+13 rad/s
gamma/wb = 0.5916
gamma/(2wb) = 0.2958
kappa = 0.7470
lam = kappa*wb = 1.2626e+13 1/s
rate per direction, kappa=1: 4.7752e+07 1/s
rate per direction, Kramers: 3.5671e+07 1/s
chain diffusion coefficient = 8.918e-08 cm2/s
barrier shift -kT ln kappa = 0.0320 eV
layer length l = 0.0340 nm
first-order transit loss / kT = 25.89
KAPPA AGAINST FRICTION
gamma/wb = 0.1: kappa = 0.9512
gamma/wb = 0.5: kappa = 0.7808
gamma/wb = 1.0: kappa = 0.6180
gamma/wb = 2.0: kappa = 0.4142
gamma/wb = 5.0: kappa = 0.1926
gamma/wb = 10.0: kappa = 0.0990
example, gamma = 3e+12 1/s: kappa = 0.9152
example, gamma = 3e+13 1/s: kappa = 0.4495
FULL EQUATION / KRAMERS RATE
gamma/wb = 0.6, Eb/kT = 10: 0.9691
gamma/wb = 0.6, Eb/kT = 20: 0.9858
gamma/wb = 0.6, extrapolated: 1.0026
gamma/wb = 4.0, Eb/kT = 10: 0.9502
gamma/wb = 4.0, Eb/kT = 20: 0.9765
gamma/wb = 4.0, extrapolated: 1.0027
weak friction: gamma/wb = 0.03, Eb/kT = 8
weak friction: transit loss / kT = 0.96
weak friction: rate ratio = 0.364
NEGLECTED EFFECTS IN THE EXAMPLE
finite barrier: rate factor = 0.9723
bath memory time = 0.030 ps
kappa with memory = 0.8122
memory: rate factor = 1.0872
hbar*wb/kT = 0.1014
tunnelling: rate factor = 1.000429
well quantization: rate factor = 1.000429
assumed transverse frequency ratio = 3.0
transverse tightening: rate factor = 0.1111
PASS
```
